\section*{The Wu--Yang functional: finding the local potential of a given density, part 1}

(Sections cited here and not found follow in the second part.)

\section{The result}

Hartree atomic units are used. Take $N=2N_{\rm occ}$ non-interacting electrons in a local potential $v$, with $h=t+v$, $t=-\tfrac12\nabla^2$, real orbitals $h\phi_p=\varepsilon_p\phi_p$, and the lowest $N_{\rm occ}$ levels doubly filled (Aufbau filling). Indices $i,j$ label occupied orbitals, $a$ empty ones, and $H$, $L$ the highest occupied and lowest empty level. The determinant is $\Phi_v$, its density is $n_v=2\sum_i\phi_i^2$, and $E_s[v]=2\sum_i\varepsilon_i$. For a target density $n_0>0$ with $\int n_0=N$, the Wu--Yang functional is
\begin{equation}
W[v]=T[\Phi_v]+\int v\,(n_v-n_0)=E_s[v]-\int v\,n_0 .
\label{eq:W}
\end{equation}
The two forms agree because $2\sum_i\langle i|t+v|i\rangle=T[\Phi_v]+\int v\,n_v$. The functional is concave for every $v$, though not strictly, since $W[v+c]=W[v]$ for a constant $c$. Where $\varepsilon_L>\varepsilon_H$ it is differentiable, with
\begin{align}
\frac{\delta W}{\delta v(\mathbf r)}&=n_v(\mathbf r)-n_0(\mathbf r),\label{eq:grad}\\
\frac{\delta^2W}{\delta v(\mathbf r)\,\delta v(\mathbf r')}&=\chi_s(\mathbf r,\mathbf r')=4\sum_{i,a}\frac{\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_i(\mathbf r')\phi_a(\mathbf r')}{\varepsilon_i-\varepsilon_a}.\label{eq:chi}
\end{align}
If $n_0$ is the ground-state density of a gapped potential $v^*$, the maximum of $W$ lies at $v^*$, unique up to a constant, and equals the non-interacting kinetic energy $T_s[n_0]$. Finding the potential of a density becomes an unconstrained maximization whose gradient and Hessian both follow from one diagonalization of $h$. At a closed gap $W$ may have a kink, and \eqref{eq:grad} and \eqref{eq:chi} do not apply.

\section{Two sites by hand}

Put two electrons on two sites with hopping $\tau>0$. Write the site potentials as $v_1=c+u$ and $v_2=c-u$, so that
\begin{equation}
h=\begin{pmatrix}c+u&-\tau\\-\tau&c-u\end{pmatrix},\qquad \varepsilon_\pm=c\pm R,\qquad R=\sqrt{\tau^2+u^2}.
\end{equation}
The target has $n_1^0=1+s$ and $n_2^0=1-s$ with $|s|<1$. Then $E_s=2c-2R$ and $v_1n_1^0+v_2n_2^0=2c+2su$, so
\begin{equation}
W(u)=-2\sqrt{\tau^2+u^2}-2su .
\end{equation}
The constant $c$ cancels because the target holds the same two electrons as the determinant.

The occupied orbital $(\alpha,\beta)$ obeys the first row of the eigenvalue equation, $(u+R)\alpha=\tau\beta$. With $\tau^2=(R-u)(R+u)$ this gives $\alpha^2/\beta^2=(R-u)/(R+u)$, and normalization gives $\alpha^2=(R-u)/2R$, $\beta^2=(R+u)/2R$. The density difference is $n_1-n_2=2(\alpha^2-\beta^2)=-2u/R$. Direct differentiation with $dR/du=u/R$ gives
\begin{align}
W'(u)&=-\frac{2u}{R}-2s=(n_1-n_2)-(n_1^0-n_2^0),\\
W''(u)&=-\frac{2}{R}+\frac{2u^2}{R^3}=-\frac{2\tau^2}{R^3}<0 .
\end{align}
The first line is \eqref{eq:grad} for the perturbation $\sigma_z=\mathrm{diag}(1,-1)$ that multiplies $u$. For the second, the empty orbital is $(\beta,-\alpha)$, the matrix element of $\sigma_z$ between the two orbitals is $2\alpha\beta$, and $(2\alpha\beta)^2=(R^2-u^2)/R^2=\tau^2/R^2$. Equation \eqref{eq:chi} then gives $4(\tau^2/R^2)/(-2R)=-2\tau^2/R^3$, the same value.

The condition $W'=0$ reads $u/R=-s$. Squaring gives $u^2(1-s^2)=s^2\tau^2$, so $u^*=-\tau s/\sqrt{1-s^2}$ and $R^*=\tau/\sqrt{1-s^2}$. The more populated site has the lower potential, and $|u^*|\to\infty$ as one site is emptied. The maximum is
\begin{equation}
W(u^*)=\frac{-2\tau+2\tau s^2}{\sqrt{1-s^2}}=-2\tau\sqrt{1-s^2}.
\end{equation}
A real orbital with the target density has $\alpha^2=(1+s)/2$ and $\beta^2=(1-s)/2$. Its kinetic energy for two electrons is $2(-2\tau\alpha\beta)$, lowest for equal signs, where it equals $-2\tau\sqrt{1-s^2}$. The maximum of $W$ is therefore $T_s$.

Newton's rule $u\to u-W'/W''$ becomes
\begin{equation}
u_{\rm new}=u-\Big(\frac{u}{R}+s\Big)\frac{R^3}{\tau^2}.
\end{equation}
For $s=0$ this is $u_{\rm new}=u-u(\tau^2+u^2)/\tau^2=-u^3/\tau^2$. It converges to $u^*=0$ for $|u|<\tau$ and runs away for $|u|>\tau$, where the curvature is small and the parabola through the current point overshoots. Concavity alone does not make undamped Newton steps safe. Near the solution let $e=u-u^*$. Expanding about $u$, $0=W'(u^*)=W'(u)-W''(u)e+\tfrac12W'''e^2+O(e^3)$, so $e_{\rm new}=e-W'/W''=W'''e^2/2W''$ to leading order. With $W'''=6\tau^2u/R^5$ this is $e_{\rm new}=-3u^*e^2/2R^{*2}$. Convergence is quadratic, and cubic at $s=0$ where the coefficient vanishes.

At $\tau=0$ the gap $2R$ closes at $u=0$ and $W=-2|u|-2su$. It is still concave, with slope $2-2s>0$ on the left and $-2-2s<0$ on the right. The maximum is a kink at which no gradient exists.

\section{The general functional}

\subsection{Constrained search and concavity}

Define $T_s[n_0]$ as the minimum of $T[\Phi]$ over closed-shell determinants with density $n_0$. The constraint holds at every point, so its Lagrange multiplier is a function $v(\mathbf r)$:
\begin{equation}
L[\gamma,v]=2\,\mathrm{tr}(t\gamma)+\int v\,(n_\gamma-n_0)=2\,\mathrm{tr}(h\gamma)-\int v\,n_0 .
\end{equation}
Here $\gamma$ is the one-particle density matrix per spin and $n_\gamma(\mathbf r)=2\gamma(\mathbf r,\mathbf r)$. A determinant has $\gamma$ equal to a projector of rank $N_{\rm occ}$. The next step holds for the wider class $0\le\gamma\le1$, $\mathrm{tr}\,\gamma=N_{\rm occ}$, which includes ensembles. In the eigenbasis of $h$ the diagonal elements satisfy $0\le\gamma_{pp}\le1$, and the trace condition gives $\sum_a\gamma_{aa}=\sum_i(1-\gamma_{ii})\equiv y\ge0$. Then
\begin{equation}
\mathrm{tr}(h\gamma)-\sum_i\varepsilon_i=\sum_a\varepsilon_a\gamma_{aa}-\sum_i\varepsilon_i(1-\gamma_{ii})\ge(\varepsilon_L-\varepsilon_H)\,y\ge0 .
\end{equation}
The Aufbau determinant has $y=0$ and attains the bound, so
\begin{equation}
W[v]=\min_\gamma L[\gamma,v].
\label{eq:min}
\end{equation}
At fixed $\gamma$, $L$ is affine in $v$. For $0\le\lambda\le1$ let $v_\lambda=\lambda v_1+(1-\lambda)v_2$, with minimizer $\gamma_\lambda$. Then
\begin{equation}
W[v_\lambda]=\lambda L[\gamma_\lambda,v_1]+(1-\lambda)L[\gamma_\lambda,v_2]\ge\lambda W[v_1]+(1-\lambda)W[v_2],
\end{equation}
because $\gamma_\lambda$ is an admissible trial matrix for $v_1$ and for $v_2$. No gap was assumed, so concavity holds through level crossings.

Two more facts follow. Inserting into \eqref{eq:min} any $\gamma$ with density $n_0$ removes the multiplier term, so
\begin{equation}
W[v]\le T[\gamma]\quad\text{for all } v \text{ and all }\gamma \text{ with } n_\gamma=n_0,
\label{eq:dual}
\end{equation}
and in particular $W[v]\le T_s[n_0]$. If $n_{v^*}=n_0$, then $W[v^*]=T[\Phi_{v^*}]\ge T_s[n_0]$ by the definition of $T_s$, and with \eqref{eq:dual} both are equalities: $\max W=W[v^*]=T_s[n_0]$. A constant shift moves every eigenvalue by $c$, so $W[v+c]-W[v]=c\,(N-\int n_0)$. This vanishes for a normalized target. Otherwise $W$ grows without bound along the constants and has no maximum.

\subsection{Gradient}

Assume $\varepsilon_L>\varepsilon_H$, so that the occupied space changes smoothly under a small $\delta v$. From $E_s=2\sum_i\langle\phi_i|h|\phi_i\rangle$,
\begin{equation}
\delta E_s=2\sum_i\langle i|\delta v|i\rangle+4\sum_i\varepsilon_i\langle\delta\phi_i|\phi_i\rangle=\int\delta v\,n_v ,
\end{equation}
where the second sum vanishes because normalization forces $\langle\delta\phi_i|\phi_i\rangle=0$. Subtracting $\int\delta v\,n_0$ gives \eqref{eq:grad}. Using $\gamma_v$ as trial matrix at another potential $v'$ gives the tangent inequality
\begin{equation}
W[v']\le L[\gamma_v,v']=W[v]+\int(v'-v)(n_v-n_0),
\end{equation}
so a point with $n_v=n_0$ is a global maximum. Ascent raises the potential where there are too many electrons.

\subsection{Hessian}

Write $\delta\phi_i=\sum_j\phi_j\kappa_{ji}+\sum_a\phi_a\kappa_{ai}$, with the sum over $a$ including any continuum. Orthonormality to first order requires $\kappa_{ji}=-\kappa_{ij}$. The occupied space stays invariant under $h+\delta v$, which to first order reads $(h-\varepsilon_i)\delta\phi_i+\delta v\,\phi_i=\sum_j\phi_j\,\delta\varepsilon_{ji}$ for some matrix $\delta\varepsilon_{ji}$; this form allows degenerate occupied shells. Projection on $\phi_a$ removes the right side and gives $\kappa_{ai}=\langle a|\delta v|i\rangle/(\varepsilon_i-\varepsilon_a)$. The density change carries a factor 2 for spin and a factor 2 from $\delta(\phi_i^2)=2\phi_i\delta\phi_i$:
\begin{equation}
\delta n=4\sum_{i,j}\phi_i\phi_j\kappa_{ji}+4\sum_{i,a}\phi_i\phi_a\frac{\langle a|\delta v|i\rangle}{\varepsilon_i-\varepsilon_a}.
\end{equation}
The first sum contracts a symmetric product with an antisymmetric matrix and vanishes. Since $n_0$ does not depend on $v$, the derivative of \eqref{eq:grad} is $\delta n/\delta v$, which is \eqref{eq:chi}, the static Kohn--Sham response. Its quadratic form is
\begin{equation}
\iint\delta v\,\chi_s\,\delta v=-4\sum_{i,a}\frac{\langle i|\delta v|a\rangle^2}{\varepsilon_a-\varepsilon_i}\le0 .
\label{eq:form}
\end{equation}
The sign rests on $\varepsilon_a>\varepsilon_i$ for every pair. An empty level below a filled one contributes a positive term, and such a filling is not the minimizer in \eqref{eq:min}.

\subsection{Null directions and uniqueness}

The form \eqref{eq:form} vanishes only if every $\langle i|\delta v|a\rangle=0$. With $\gamma$ the occupied projector and a complete set of orbitals, this says $(1-\gamma)\delta v\,\gamma=0$. The adjoint says $\gamma\,\delta v(1-\gamma)=0$. Hence $\delta v\,\gamma=\gamma\,\delta v\,\gamma=\gamma\,\delta v$, which in position space is
\begin{equation}
\gamma(\mathbf r,\mathbf r')\,[\delta v(\mathbf r)-\delta v(\mathbf r')]=0 .
\label{eq:comm}
\end{equation}
For continuous orbitals and $n_v>0$, $\gamma(\mathbf r,\mathbf r')$ is nonzero for $\mathbf r,\mathbf r'$ in a neighbourhood of any point. There $\delta v$ is constant (almost everywhere), and on a connected domain it is one constant. On a lattice, \eqref{eq:comm} gives the same conclusion when all nearest-neighbour elements of $\gamma$ are nonzero. Suppose $v_1$ maximizes $W$ as well as the gapped $v^*$. Concavity keeps $W$ at its maximum along the segment between them, so the curvature at $v^*$ along $v_1-v^*$ is zero and $v_1-v^*$ is constant.

\subsection{Closed gap}

Consider a ring of 24 sites and radius 1 bohr, with the periodic three-point Laplacian, $v=0$, four electrons and a uniform target. One pair fills the constant orbital, and the other pair has the degenerate level spanned by $\cos\theta$ and $\sin\theta$. Apply $\delta v=\eta\cos2\theta$. The constant orbital and the term $\int\delta v\,n_0$ give zero. In the degenerate level the normalized diagonal element for $\cos\theta$ is $\frac{2}{24}\sum\cos^2\theta\cos2\theta=\frac1{24}\sum(1+\cos2\theta)\cos2\theta=\tfrac12$. That for $\sin\theta$ is $-\tfrac12$, and the off-diagonal element $\frac1{24}\sum\sin2\theta\cos2\theta$ is zero. The pair takes the lower eigenvalue $-|\eta|/2$, so $W=W(0)-|\eta|+O(\eta^2)$. One-sided differences of the diagonalized ring with $|\eta|=10^{-6}$ hartree give slopes $1.00000$ on the left and $-1.00000$ on the right. The point $v=0$ is the maximum, because a pair in the complex orbital $e^{i\theta}$ is a ground state with uniform density, yet Newton's method has neither gradient nor Hessian there.

We have shown that $W$ is concave, that at an open gap its gradient is the density error and its Hessian the static response $\chi_s$, and that its maximum equals $T_s[n_0]$ when the target is the ground-state density of a gapped potential. What remains is to put the functional into a finite basis, build a damped Newton iteration, and test it on a grid model and the magnesium atom, including cases where the bases are unbalanced.
